# Invisible mask changes and non-uniqueness in thin-mask inverse lithography: test program

```python
# RESULT UNDER TEST
# A thin-mask transmission change holding only spatial frequencies above
# f_c = NA(1+sigma)/lambda (wafer coordinates) leaves the partially coherent
# image unchanged.  For binary masks of period p, with K the largest integer
# such that K/p <= f_c, and N openings per period:
#   N <= K   : no such change exists among masks with 0 <= t <= 1;
#   N >= K+1 : a family of binary masks with 2N-2K-1 parameters shares the image.
# For N = K+1 the edges x_j move with velocities
#   v_j proportional to 1 / prod_{l != j} |sin(pi (x_j - x_l)/p)|.
# Lengths are in nm at the wafer unless called mask lengths; frequencies in 1/nm.
# Intensities are fractions of the clear-field value unless stated otherwise.
import numpy as np
from scipy.integrate import solve_ivp
from scipy.linalg import null_space
from scipy.optimize import linprog

pi = np.pi
lam, NA, n_fluid, reduction = 193.4, 1.35, 1.44, 4.0    # rough ArF immersion
sig_in, sig_out, period = 0.6, 0.9, 240.0
f_na = NA / lam
f_c = f_na * (1 + sig_out)
K = int(np.floor(period * f_c))
edges_A = np.array([-78., -62., -30., 30., 62., 78., 112., 128.])
edges_3 = edges_A[:6]                                  # one assist removed
edges_5 = np.concatenate(([-105., -93.], edges_A))      # one assist added


def mask_orders(edges, k):
    """Fourier coefficients of a binary mask; edges = left, right, left, ..."""
    a, b = np.reshape(edges, (-1, 2)).T
    kk = np.where(k == 0, 1, k)[:, None]
    g = 2j * pi * kk / period
    val = (np.exp(-g * a) - np.exp(-g * b)) / (2j * pi * kk)
    val = np.where(k[:, None] == 0, (b - a) / period, val)
    return val.sum(axis=1)


def transmission(edges, x):
    a, b = np.reshape(edges, (-1, 2)).T
    return (((x[:, None] - a) % period) < (b - a)).sum(axis=1).astype(float)


# Fourier coefficients against direct quadrature of the transmission
xq = (np.arange(24000) + 0.5) * 0.01
tq = transmission(edges_A, xq)
for k in range(6):
    direct = np.mean(tq * np.exp(-2j * pi * k * xq / period))
    assert abs(direct - mask_orders(edges_A, np.array([k]))[0]) < 1e-6

# ---- 1. Frequency limit tested in real space with a point-spread function ----
# Smooth pupil (1-u^2)^4, so that the point-spread function decays quickly.
u, w = np.polynomial.legendre.leggauss(400)
xs = np.arange(-4800., 4801., 2.)
psf = (w * (1 - u**2)**4) @ np.cos(2 * pi * f_na * np.outer(u, xs))
x_obs = np.arange(-480., 481., 12.)
shifted = x_obs[:, None] - xs[None, :]


def real_space_image(t_function):
    total = 0
    t = t_function(shifted)
    for s in f_na * np.array([-0.9, -0.75, -0.6, 0.6, 0.75, 0.9]):
        field = (t * np.exp(2j * pi * s * shifted)) @ psf
        total = total + abs(field)**2
    return total


def grey(x):
    return 0.5 + 0.3 * np.cos(2 * pi * x / period)


def ripple(x, ratio):
    return 0.1 * np.cos(2 * pi * ratio * f_c * x)


I_grey = real_space_image(grey)
peak = I_grey.max()


def grey_change(extra):
    new = real_space_image(lambda x: grey(x) + extra(x))
    return np.max(abs(new - I_grey)) / peak


change_above = grey_change(lambda x: ripple(x, 1.02))
change_below = grey_change(lambda x: ripple(x, 0.80))
change_patch = grey_change(lambda x: ripple(x, 1.02) * (abs(x) < 360))
assert change_above < 1e-6          # limited by the cut tail of the psf
assert change_below > 1e-3
assert change_patch > 1e-4


# ---- 2. Velocity law and dimension count against a numerical Jacobian ----
def visible_data(edges):
    c = mask_orders(edges, np.arange(K + 1))
    return np.concatenate((c.real, c.imag[1:]))


def jacobian(edges, h=1e-3):
    cols = []
    for j in range(len(edges)):
        e = np.zeros(len(edges))
        e[j] = h
        cols.append((visible_data(edges + e) - visible_data(edges - e)) / (2 * h))
    return np.array(cols).T


def velocity(edges):
    s = abs(np.sin(pi * (edges[:, None] - edges[None, :]) / period))
    np.fill_diagonal(s, 1.0)
    v = 1 / np.prod(s, axis=1)
    return v / v.mean()


freedom = []
for e in (edges_3, edges_A, edges_5):
    dim = null_space(jacobian(e), rcond=1e-6).shape[1]
    assert dim == max(0, len(e) - 2 * K - 1)
    freedom.append(dim)
v_num = null_space(jacobian(edges_A), rcond=1e-6)[:, 0]
v_num = v_num / v_num.mean()
v_start = velocity(edges_A)
assert np.max(abs(v_num - v_start)) < 1e-5

# ---- 3. Follow the invisible family to a distant binary mask ----
mean_shift = 8.0
flow = solve_ivp(lambda tau, e: velocity(e), (0, mean_shift), edges_A,
                 method="DOP853", rtol=1e-12, atol=1e-12)
edges_B = flow.y[:, -1]
gaps_B = np.diff(np.append(edges_B, edges_B[0] + period))
assert flow.success and gaps_B.min() > 0
order_error = np.max(abs(visible_data(edges_B) - visible_data(edges_A)))
assert order_error < 1e-10
k4 = np.array([K + 1])
hidden_change = abs(mask_orders(edges_B, k4) - mask_orders(edges_A, k4))[0]
assert hidden_change > 1e-3


# ---- 4. Abbe images with all mask orders offered to the lens ----
def make_source(n_side):
    m = sig_in + (sig_out - sig_in) * (np.arange(n_side) + 0.5) / n_side
    return f_na * np.concatenate((-m[::-1], m))


def pupil(f, defocus=0.0):
    inside = abs(f) <= f_na
    g = np.where(inside, f, 0.0)
    cos_ratio = (1 - (lam * g / reduction)**2) / (1 - (lam * g / n_fluid)**2)
    phase = np.exp(2j * pi * defocus * np.sqrt((n_fluid / lam)**2 - g**2))
    return inside * cos_ratio**0.25 * phase


x_img = np.arange(-120., 120., 0.25)


def abbe(amplitudes, source, clear, defocus=0.0):
    """amplitudes[i] = all diffraction orders for source point i."""
    n = (len(amplitudes[0]) - 1) // 2
    k = np.arange(-n, n + 1)
    waves = np.exp(2j * pi * np.outer(k, x_img) / period)
    total, norm = 0, 0
    for s, amp, c in zip(source, amplitudes, clear):
        total = total + abs((pupil(k / period + s, defocus) * amp) @ waves)**2
        norm += abs(pupil(s) * c)**2
    return total / norm


source = make_source(12)


def thin_image(edges, defocus=0.0, src=source):
    amp = mask_orders(edges, np.arange(-40, 41))
    return abbe([amp] * len(src), src, np.ones(len(src)), defocus)


I_A = thin_image(edges_A)
thin_diff = np.max(abs(thin_image(edges_B) - I_A))
thin_diff_def = np.max(abs(thin_image(edges_B, 60.) - thin_image(edges_A, 60.)))
assert thin_diff < 1e-9 and thin_diff_def < 1e-9
edges_control = edges_B.copy()
edges_control[2:4] = edges_A[2:4]            # main opening left in place
control_diff = np.max(abs(thin_image(edges_control) - I_A))
assert control_diff > 1e-3
source_shift = np.max(abs(thin_image(edges_A, src=make_source(24)) - I_A))
edges_grid = np.round(edges_B * reduction) / reduction
grid_diff = np.max(abs(thin_image(edges_grid) - I_A))

# ---- 5. Largest invisible change found by linear programming ----
x_pix = np.arange(1., period, 2.)


def largest_change(edges, lowest):
    """Maximum of mean[(1-t') in openings + t' outside], visible orders fixed."""
    t = transmission(edges, x_pix)
    rows = [np.ones(len(x_pix))]
    for k in range(1, K + 1):
        rows += [np.cos(2 * pi * k * x_pix / period),
                 np.sin(2 * pi * k * x_pix / period)]
    A = np.array(rows)
    res = linprog(2 * t - 1, A_eq=A, b_eq=A @ t, bounds=(lowest, 1),
                  method="highs", options={"primal_feasibility_tolerance": 1e-10})
    assert res.status == 0, res.message
    return (t.sum() - res.fun) / len(t)


lp_3, lp_4 = largest_change(edges_3, 0), largest_change(edges_A, 0)
lp_3_signed = largest_change(edges_3, -1)
assert abs(lp_3) < 1e-6 and lp_4 > 1e-3 and lp_3_signed > 1e-3

# ---- 6. Thick mask: coupled-wave solution, electric field along the lines ----
n_glass, n_abs, d_abs = 1.56, 1.2 + 2.3j, 50.0   # rough; thickness in mask nm


def thick_orders(edges, s, n, eps_abs):
    k = np.arange(-n, n + 1)
    kx = lam * (s + k / period) / reduction
    c = mask_orders(edges, np.arange(-2 * n, 2 * n + 1))
    conv = c[k[:, None] - k[None, :] + 2 * n]
    eps = eps_abs * np.eye(len(k)) + (1 - eps_abs) * conv
    q2, W = np.linalg.eig(np.diag(kx**2) - eps)
    q = np.sqrt(q2.astype(complex))
    X = np.exp(-q * 2 * pi * d_abs / lam)
    k1 = np.sqrt(n_glass**2 - kx**2 + 0j)
    k2 = np.sqrt(1 - kx**2 + 0j)
    W1, W2, Wq = 1j * k1[:, None] * W, 1j * k2[:, None] * W, W * q
    system = np.block([[W1 - Wq, (W1 + Wq) * X], [(W2 + Wq) * X, W2 - Wq]])
    incident = (k == 0).astype(complex)
    rhs = np.concatenate((2j * k1 * incident, np.zeros(len(k))))
    cp, cm = np.split(np.linalg.solve(system, rhs), 2)
    T = W @ (X * cp + cm)
    R = W @ (cp + X * cm) - incident
    flux = np.sum(k1.real * abs(R)**2 + k2.real * abs(T)**2) / k1[n].real
    return T, flux


# Uniform absorber against the slab formula; lossless grating keeps energy
s_test = source[-1]
kx0 = lam * s_test / reduction
ka, kb, kc = [np.sqrt(e - kx0**2 + 0j) for e in (n_glass**2, n_abs**2, 1.0)]
ph = np.exp(2j * pi * kb * d_abs / lam)
r12, r23 = (ka - kb) / (ka + kb), (kb - kc) / (kb + kc)
slab = (2 * ka / (ka + kb)) * (2 * kb / (kb + kc)) * ph / (1 + r12 * r23 * ph**2)
T_uniform, _ = thick_orders(np.array([]), s_test, 5, n_abs**2)
assert abs(T_uniform[5] - slab) < 1e-10
_, flux = thick_orders(edges_A, s_test, 20, 2.25)
assert abs(flux - 1) < 1e-8

kxs = lam * source / reduction
kg, kv = np.sqrt(n_glass**2 - kxs**2), np.sqrt(1 - kxs**2)
clear_thick = 2 * kg / (kg + kv)
leak = abs(slab / (2 * ka / (ka + kc)))**2


def thick_image(edges, n):
    amps = [thick_orders(edges, s, n, n_abs**2)[0] for s in source]
    return abbe(amps, source, clear_thick)


J_A, J_B = thick_image(edges_A, 40), thick_image(edges_B, 40)
J_A30, J_B30 = thick_image(edges_A, 30), thick_image(edges_B, 30)
thick_diff = np.max(abs(J_B - J_A))
thick_shift = max(np.max(abs(J_A30 - J_A)), np.max(abs(J_B30 - J_B)))
diff_shift = abs(np.max(abs(J_B30 - J_A30)) - thick_diff)
assert thick_diff > 1e3 * thin_diff
assert diff_shift < 0.2 * thick_diff


def bright_feature(image, level):
    """Width and centre of the bright region that contains x = 0."""
    mid = int(np.argmin(abs(x_img)))
    assert image[mid] > level
    ends = []
    for step in (-1, 1):
        i = mid
        while image[(i + step) % len(image)] > level:
            i += step
            assert abs(i - mid) < len(image)
        hi, lo = image[i % len(image)], image[(i + step) % len(image)]
        ends.append(0.25 * ((i - mid) + step * (hi - level) / (hi - lo)))
    return ends[1] - ends[0], 0.5 * (ends[0] + ends[1])


level_thin = 0.5 * (I_A.max() + I_A.min())
level_thick = 0.5 * (J_A.max() + J_A.min())
cd_thin, _ = bright_feature(I_A, level_thin)
cd_A, pos_A = bright_feature(J_A, level_thick)
cd_B, pos_B = bright_feature(J_B, level_thick)


def row(values, digits=3):
    return " ".join(f"{v:.{digits}f}" for v in values)


print(f"Wavelength {lam} nm, NA {NA}, fluid index {n_fluid}, reduction {reduction:.0f}")
print(f"Source sigma {sig_in} to {sig_out}, period {period:.0f} nm")
print(f"Pupil limit NA/lambda: {f_na:.6f} 1/nm")
print(f"Cutoff f_c: {f_c:.6f} 1/nm; shortest visible period {1/f_c:.2f} nm")
print(f"Same shortest period on the mask: {reduction/f_c:.1f} nm")
print(f"period*f_c = {period*f_c:.3f}, so K = {K}")
print("Real-space test, grey mask, ripple amplitude 0.1 (fraction of peak):")
print(f"  ripple at 1.02 f_c: image change {change_above:.1e}")
print(f"  ripple at 0.80 f_c: image change {change_below:.4f}")
print(f"  ripple at 1.02 f_c cut to |x|<360 nm: change {change_patch:.5f}")
print(f"Free parameters for N = 3, 4, 5 openings: {freedom}")
print(f"Mask A edges (nm): {row(edges_A, 0)}")
print(f"Starting velocities (mean 1): {row(v_start)}")
print(f"Mask B edges (nm): {row(edges_B)}")
print(f"Edge shifts B-A (nm): {row(edges_B - edges_A)}")
print(f"Mask B opening widths (nm): {row(gaps_B[::2])}")
print(f"Mask B dark widths (nm): {row(gaps_B[1::2])}")
print(f"Visible orders 0..{K} of A: {row(visible_data(edges_A)[:K+1], 5)}")
print(f"Largest change of a visible order: {order_error:.1e}")
print(f"Change of order {K+1} (modulus): {hidden_change:.5f}")
print(f"Thin image A, min and max (clear field = 1): {I_A.min():.4f} {I_A.max():.4f}")
print(f"Thin image change A to B, in focus: {thin_diff:.1e}")
print(f"Thin image change A to B, 60 nm defocus: {thin_diff_def:.1e}")
print(f"Control, only assists moved: image change {control_diff:.5f}")
print(f"Image shift on doubling the source points: {source_shift:.5f}")
print(f"Mask B rounded to 1 nm mask grid: image change {grid_diff:.5f}")
print("Largest invisible change by linear programming (mean over period):")
print(f"  N = 3, 0<=t<=1: {abs(lp_3):.1e}")
print(f"  N = 4, 0<=t<=1: {lp_4:.4f}")
print(f"  N = 3, -1<=t<=1 (signed measure): {lp_3_signed:.4f}")
print(f"Absorber: index {n_abs.real}+{n_abs.imag}i, {d_abs:.0f} nm; glass {n_glass}")
print(f"Absorber intensity leak relative to clear: {leak:.5f}")
print(f"Thick against thin image of A, largest change: {np.max(abs(J_A-I_A)):.4f}")
print(f"Thick image change A to B: {thick_diff:.5f}")
print(f"  image shift, 61 to 81 orders: {thick_shift:.6f}")
print(f"  shift of the A-to-B change, 61 to 81 orders: {diff_shift:.6f}")
print(f"Thin: level {level_thin:.4f}, bright width {cd_thin:.2f} nm (A and B)")
print(f"Thick: level {level_thick:.4f}, width A {cd_A:.2f} nm, B {cd_B:.2f} nm")
print(f"Thick: centre A {pos_A:.3f} nm, B {pos_B:.3f} nm")
print("PASS")
```

Printed output:

```
Wavelength 193.4 nm, NA 1.35, fluid index 1.44, reduction 4
Source sigma 0.6 to 0.9, period 240 nm
Pupil limit NA/lambda: 0.006980 1/nm
Cutoff f_c: 0.013263 1/nm; shortest visible period 75.40 nm
Same shortest period on the mask: 301.6 nm
period*f_c = 3.183, so K = 3
Real-space test, grey mask, ripple amplitude 0.1 (fraction of peak):
  ripple at 1.02 f_c: image change 2.7e-10
  ripple at 0.80 f_c: image change 0.0220
  ripple at 1.02 f_c cut to |x|<360 nm: change 0.04721
Free parameters for N = 3, 4, 5 openings: [0, 1, 3]
Mask A edges (nm): -78 -62 -30 30 62 78 112 128
Starting velocities (mean 1): 1.227 0.947 0.254 0.254 0.947 1.227 1.571 1.571
Mask B edges (nm): -66.200 -52.238 -27.378 31.778 68.134 86.027 123.444 140.434
Edge shifts B-A (nm): 11.800 9.762 2.622 1.778 6.134 8.027 11.444 12.434
Mask B opening widths (nm): 13.961 59.156 17.893 16.990
Mask B dark widths (nm): 24.860 36.356 37.417 33.367
Visible orders 0..3 of A: 0.45000 0.12464 0.11177 0.10086
Largest change of a visible order: 2.1e-13
Change of order 4 (modulus): 0.13837
Thin image A, min and max (clear field = 1): 0.1310 0.4892
Thin image change A to B, in focus: 1.6e-13
Thin image change A to B, 60 nm defocus: 1.4e-13
Control, only assists moved: image change 0.03409
Image shift on doubling the source points: 0.00845
Mask B rounded to 1 nm mask grid: image change 0.00107
Largest invisible change by linear programming (mean over period):
  N = 3, 0<=t<=1: 1.5e-15
  N = 4, 0<=t<=1: 0.5345
  N = 3, -1<=t<=1 (signed measure): 0.6047
Absorber: index 1.2+2.3i, 50 nm; glass 1.56
Absorber intensity leak relative to clear: 0.00071
Thick against thin image of A, largest change: 0.0824
Thick image change A to B: 0.01171
  image shift, 61 to 81 orders: 0.000423
  shift of the A-to-B change, 61 to 81 orders: 0.000016
Thin: level 0.3101, bright width 55.58 nm (A and B)
Thick: level 0.2443, width A 59.19 nm, B 58.72 nm
Thick: centre A 0.000 nm, B 0.438 nm
PASS
```
